# Lateral mean and variance of a tilted implant in four rotations

## Problem

Boron is implanted into silicon beside a transistor gate with the beam tilted from the wafer normal by $\theta=30^\circ$. The dose is divided into four equal parts, and the wafer is turned by $90^\circ$ about its normal between one part and the next.

Consider the ions that enter at one point of the surface. Measured along the beam, they stop at a mean range $R_p=40$ nm with standard deviation $\sigma_p=20$ nm. Along each of the two axes transverse to the beam the mean is zero and the standard deviation is $\sigma_t=16$ nm. The cloud of stopped ions is axially symmetric about the beam, but it need not be Gaussian. The target is treated as structureless, and no ions are lost through the surface.

Find the mean lateral displacement of all the ions after the four implants, and their variance along each axis in the surface. How much of that variance is due to the displacement of the separate clouds?

## First estimate by scaling

A tilted beam carries the centre of its cloud sideways by

$$a=R_p\sin\theta=40\times0.5=20\ \text{nm}.$$

In axes fixed to the wafer, the four centres lie at the corners of a square, each at distance $a$ from the entry point. Opposite corners balance, so the mean displacement should vanish. The squared distance $a^2$ remains, and the square favours neither axis, so each axis should receive about half of it:

$$\tfrac12a^2=\tfrac12\times400=200\ \text{nm}^2.$$

If each cloud is given the lateral variance of an untilted implant, $\sigma_t^2=256\ \text{nm}^2$, the estimate is $256+200=456\ \text{nm}^2$ per axis, or a standard deviation of 21.4 nm. This treats the cloud as if tilting moved it without turning it.

## Exact solution

**One implant.** Let $x$ and $y$ lie in the surface and let $z$ point into the wafer. A beam whose lateral direction makes an angle $\phi$ with the $x$ axis travels along the unit vector

$$\mathbf b=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta).$$

With unit vectors $\mathbf e_1,\mathbf e_2$ transverse to $\mathbf b$ and to each other, a stopped ion is at

$$\mathbf r=s\,\mathbf b+u\,\mathbf e_1+v\,\mathbf e_2 .$$

A half turn about the beam changes $(u,v)$ into $(-u,-v)$ and leaves the cloud unchanged. Hence $\langle u\rangle=\langle v\rangle=0$ and $\langle su\rangle=\langle sv\rangle=0$. A quarter turn changes $(u,v)$ into $(v,-u)$, so $\langle u^2\rangle=\langle v^2\rangle=\sigma_t^2$ and $\langle uv\rangle=-\langle uv\rangle=0$. The mean position is therefore $\boldsymbol\mu=R_p\mathbf b$, and the covariance matrix is

$$C=\sigma_p^2\,\mathbf b\mathbf b^T+\sigma_t^2(\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T).$$

The three unit vectors form a complete orthogonal set, so $\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T=I-\mathbf b\mathbf b^T$, and

$$C=\sigma_t^2I+(\sigma_p^2-\sigma_t^2)\,\mathbf b\mathbf b^T .$$

For $\phi=0$ the variance along $x$ is $256+(400-256)\times0.25=292\ \text{nm}^2$. Along $y$ it stays at $256\ \text{nm}^2$, because $\mathbf b$ has no $y$ component.

**The mean of four.** Let the first implant have angle $\phi_0$, and write $c=\cos\phi_0$, $d=\sin\phi_0$. Successive quarter turns give the lateral means

$$a(c,d),\quad a(-d,c),\quad a(-c,-d),\quad a(d,-c).$$

The first cancels the third and the second cancels the fourth. The mean lateral displacement is zero for any starting angle. Each implant has the same mean depth, so the common mean is $\mathbf M=(0,0,R_p\cos\theta)$.

**The variance of four.** For an ion of implant $k$, split its distance from the common mean:

$$\mathbf r-\mathbf M=(\mathbf r-\boldsymbol\mu_k)+(\boldsymbol\mu_k-\mathbf M).$$

Multiply this vector by its own transpose and average over implant $k$. The mixed terms vanish because $\langle\mathbf r-\boldsymbol\mu_k\rangle_k=0$. Averaging over four equal doses then gives

$$\Sigma=\frac14\sum_kC_k+\frac14\sum_k(\boldsymbol\mu_k-\mathbf M)(\boldsymbol\mu_k-\mathbf M)^T .$$

The first term is the average of the separate covariances. The second is the contribution of the displaced centres. Its $xx$ element is

$$\frac{a^2}{4}(c^2+d^2+c^2+d^2)=\frac{a^2}{2},$$

and the $yy$ element is the same. The $xy$ element is

$$\frac{a^2}{4}(cd-dc+cd-dc)=0.$$

The elements involving $z$ vanish because all centres have the same depth. Relative to the average of the four separate variances, the displaced centres therefore add to each lateral variance

$$\boxed{\tfrac12R_p^2\sin^2\theta}$$

The same angular averages apply to $\mathbf b\mathbf b^T$ in $C_k$: its $xx$ and $yy$ elements average to $\tfrac12\sin^2\theta$ and its $xy$ element to zero. Its $xz$ and $yz$ elements are proportional to $\cos\phi$ and $\sin\phi$, which also average to zero. Thus

$$\sigma_x^2=\sigma_y^2=\sigma_t^2+\tfrac12\sin^2\theta\,(\sigma_p^2-\sigma_t^2)+\tfrac12R_p^2\sin^2\theta ,$$

with no covariance between different axes. For the present implant,

$$\sigma_x^2=256+\tfrac12\times0.25\times144+200=256+18+200=474\ \text{nm}^2,$$

so $\sigma_x=\sigma_y=21.8$ nm.

In depth the displaced centres add nothing. The $zz$ element of $C_k$ is $\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta=300+64=364\ \text{nm}^2$. The mean depth is 34.6 nm and its standard deviation 19.1 nm.

## Comparison of the two

The estimate finds the zero mean and the 200 nm² correctly. Its total of 456 nm² is 18 nm² too small, or 4% of the exact variance. The missing part arises because tilting turns the cloud and brings some of its spread along the beam into the surface plane. The term $\tfrac12R_p^2\sin^2\theta$ is therefore the addition to the average variance of the four tilted clouds. Relative to an untilted implant the rise is $18+200=218\ \text{nm}^2$.

The ratio of the missing part to the part found is

$$\frac{\sigma_p^2-\sigma_t^2}{R_p^2}=\frac{144}{1600}=0.09,$$

whatever the tilt. The ratio is negative if $\sigma_t>\sigma_p$. The estimate is good when its magnitude is small, and it gives the full variance if $\sigma_p=\sigma_t$. At small tilt both parts vanish as $\theta^2$.

## Two implants instead of four

With two equal implants at $\phi=0$ and $180^\circ$, the centres are at $(a,0)$ and $(-a,0)$. Their mean is still zero, but the average squares are $a^2$ along $x$ and zero along $y$. The added variances are 400 and 0 nm². One opposite pair is enough to cancel the mean; a second pair at right angles to it makes the added variance equal along both axes.

## Dose under a mask edge

Equal variances do not imply equal profiles. Let a perfectly absorbing mask of negligible thickness cover $x>0$. An ion that stops at $x>0$ after a lateral displacement $X$ entered at $x-X$, which must be negative. The sheet dose at $x$, relative to the open area, is thus the probability that $X>x$. For Gaussian clouds and $\phi_0=0$ it is

$$P(x)=\tfrac14Q\!\left(\frac{x-20}{\sqrt{292}}\right)+\tfrac12Q\!\left(\frac{x}{16}\right)+\tfrac14Q\!\left(\frac{x+20}{\sqrt{292}}\right),$$

where $x$ is in nm and $Q$ is the upper tail probability of the standard normal distribution. This falls to 1% at $x=50.3$ nm. For $\phi_0=45^\circ$ the centres are at $\pm20/\sqrt2=\pm14.1$ nm, each cloud has variance $256+144\times0.25\times0.5=274\ \text{nm}^2$ along $x$, and

$$P(x)=\tfrac12Q\!\left(\frac{x-14.1}{\sqrt{274}}\right)+\tfrac12Q\!\left(\frac{x+14.1}{\sqrt{274}}\right).$$

The 1% distance is now 48.2 nm. A single Gaussian with the common variance of 474 nm² would give 50.6 nm. With tilt and dose held fixed, the starting angle moves this point by 2 nm although it leaves the variance unchanged.

## The model beside a real halo implant

The mean range and the spread along the beam are rough values for boron near 10 keV. The transverse spread is an assumed value, and for real boron it can be closer to the spread along the beam. The 18 nm² from turning the cloud depends on the difference between the two squared spreads, so it illustrates the formula and is not a prediction for boron. The total variance and the 1% distances depend on this choice too: with $\sigma_t=\sigma_p=20$ nm the turning term vanishes, the variance becomes $400+200=600\ \text{nm}^2$, and the thin-mask 1% distance for $\phi_0=0$ becomes about 56 nm. A halo implant is tilted so that some ions come to rest under the gate edge. A real gate has height, unlike the thin mask above, and can shadow the surface beside it. A perfectly absorbing gate 100 nm high, with $\phi_0=0$, blocks the implant travelling away from it for entry points closer than $100\tan30^\circ=58$ nm. Ions entering there have three quarters of the intended dose and a mean displacement of $20/3=6.7$ nm toward the gate. Their variance across the edge is

$$\frac{292+256+256}{3}+\frac{20^2}{3}-6.67^2=357\ \text{nm}^2 ,$$

instead of 474 nm². The cancellation therefore fails in the region next to the gate. The 1% distance under a long, isolated, perfectly absorbing gate hardly changes, however: the blocked implant is the last term of $P(x)$ for $\phi_0=0$, which at 50.3 nm is only about $5\times10^{-6}$.

A polysilicon gate is not a perfect absorber. Ions that enter its side near the foot can pass through and come to rest in the silicon below. If the gate stops ions as silicon does, this moves the 1% distance to about 61 nm. Ions can also cross the upper corner of such a gate, so the outer part of its shadow is only partly dark. For an entry point 50 nm from the gate, the path through the corner is $(57.7-50)/\sin30^\circ=15$ nm, well below the mean range of 40 nm, and most ions get through. In a short gate the ions from both edges also overlap: at the middle of a gate 100 nm long, the second edge doubles the dose. The thin-mask profile is therefore not a prediction for such gates.

The other neglected effects can be sized separately:

- **Surface loss.** A Gaussian cloud has 3.5% of its ions above the surface. Removing them shifts the centre of each remaining cloud to 20.3 nm and raises the lateral variance to 478 nm². The four means still cancel, since each offset lies along its own beam's lateral direction and turns with it. Cutting off a Gaussian is itself a rough model of ions leaving the target: it counts only ions whose end points lie above the surface, not those that cross it in flight. The real loss is larger, and the small shifts given here belong to the Gaussian cutoff, not to boron.

- **Channelling.** Since $\langle s^2\rangle=R_p^2+\sigma_p^2$, the lateral variance can be written $\sigma_t^2+\tfrac12\sin^2\theta(\langle s^2\rangle-\sigma_t^2)$. Suppose 5% of the ions travel along the beam to a mean range of 100 nm with unchanged spreads. The variance then rises by $\tfrac12\times0.25\times0.05\,(100^2-40^2)=52.5\ \text{nm}^2$, or 11%. The fraction and range are assumed. Steering away from the beam direction is not included.

- **Unequal doses.** A 2% excess in one implant leaves a mean displacement of $0.02\times20/4.02=0.10$ nm.

- **Diffusion.** A constant diffusivity $D$ acting for a time $t$ adds $2Dt$ to each lateral variance. With a rough value of $1.5\times10^{-14}\ \text{cm}^2/\text{s}=1.5\ \text{nm}^2/\text{s}$ near 1000 °C and an assumed 10 s anneal, this is 30 nm². Ten seconds is long beside a spike anneal. Implant damage can speed up boron diffusion for a time; an assumed tenfold enhancement throughout the anneal would add 300 nm², more than the 200 nm² from the displaced centres.

For these numbers, the as-implanted result describes ions entering well away from the gate. After an anneal with strongly enhanced diffusion, the tilt is no longer the largest addition to the lateral variance. The main computed values are listed in the numerical output below.

## Numbers as computed

```
Mean range along beam Rp: 40.0 nm
Standard deviation along beam: 20.0 nm
Standard deviation transverse to beam: 16.0 nm
Tilt: 30.0 degrees
One implant, lateral displacement: 20.00 nm
One implant, variance in tilt direction: 292.00 nm^2
One implant, variance across tilt direction: 256.00 nm^2
Four implants, |mean lateral displacement|: 0.000000 nm
Average of the four separate variances: 274.00 nm^2
Added by the four displaced means: 200.00 nm^2
Four implants, variance along x: 474.00 nm^2
Four implants, variance along y: 474.00 nm^2
Four implants, lateral standard deviation: 21.77 nm
Untilted implant, lateral variance: 256.00 nm^2
Rise over untilted implant: 218.00 nm^2
Part of that rise from turning the cloud: 18.00 nm^2
Mean depth: 34.64 nm
Depth standard deviation: 19.08 nm
Two opposite implants, added along x: 400.00 nm^2
Two opposite implants, added along y: 0.00 nm^2
1% dose distance under mask, start angle 0: 50.26 nm
1% dose distance under mask, start angle 45 deg: 48.17 nm
1% dose distance, Gaussian of equal variance: 50.65 nm
Gate height (assumed): 100 nm
Shadow length, start angle 0: 57.74 nm
Mean displacement toward gate in shadow: 6.67 nm
Variance across gate edge in shadow: 356.89 nm^2
Gaussian cloud above surface: 3.47 %
One-implant displacement after surface loss: 20.26 nm
Quad lateral variance after surface loss: 478.43 nm^2
Channelled fraction (assumed): 5.0 %
Channelled mean range (assumed): 100 nm
Rise of lateral variance from channelling: 52.50 nm^2
Excess dose in one implant (assumed): 2.0 %
Mean displacement from that excess: 0.100 nm
Boron diffusivity near 1000 C (rough): 1.5e-14 cm^2/s
Anneal time (assumed): 10 s
Variance added by diffusion: 30.00 nm^2
Damage enhancement of diffusion (assumed): 10 times
Variance added by enhanced diffusion: 300.00 nm^2
```
